**Tutorial sheet: the Lorenz number of a single band as a function of the Seebeck coefficient**

**The problem**

Carriers of charge q (q = −e for electrons, q = +e for holes, e > 0) occupy one isotropic parabolic band, E = ħ²Q²/2m, with wave vector Q, two spin states, and E and the chemical potential μ measured from the band edge into the band. They obey the linearized Boltzmann equation with an elastic relaxation time τ = τ₀(E/kT)^r, where k is Boltzmann's constant and r > −3/2. There is no magnetic field, no second band and no phonon drag. Units are Gaussian. The Lorenz number is L = κ_e/(σT), with κ_e the carrier thermal conductivity at zero charge current. Write

x = E/kT, η = μ/kT, p = r + 3/2, a = r + 5/2, s = |S|e/k, ℓ = L(e/k)²

F_j(η) = ∫₀^∞ x^j dx/(e^(x−η) + 1).

(a) Express σ, S and L through the F_j, and show that for given r the value of |S| fixes L.

(b) Find L at small |S| and at large |S|, each with its first correction.

(c) Decide whether L always moves monotonically between the two limits.

(d) The empirical fit L = 1.5 + exp(−|S|/116) relates numerical values, with L in 10⁻⁸ V²/K² (the same as 10⁻⁸ WΩ/K²) and S in μV/K. Find which r it approximates and how well.

(e) For r = −1/2 evaluate s and ℓ in closed form at η = 0. Then, for the round model values m = m_e, τ₀ = 10⁻¹³ s, T = 300 K, |S| = 150 μV/K, find n, σ, L and κ_e, and the error in κ_e made by using the fit or the small-|S| limit of L.

**Hints**

1. The local equilibrium f₀ depends on position only through (E − μ)/kT. Both currents are then moments of E − μ over one positive weight. Ask which statistical properties of that weight S and L measure.

2. Integrate ∫x^b(−∂f₀/∂x)dx by parts. For uniqueness, change variable to u = x − η before differentiating with respect to η, and use the Cauchy–Schwarz inequality.

3. For η ≫ 1 expand (1 + u/η)^p to second order; the function −∂f₀/∂x is even in u. For η → −∞ expand f₀ in powers of z = e^η and keep two terms. In both cases eliminate η in favour of s.

4. Parts (c) and (d) need the signs and the functional forms of the two corrections. Divide the fit by (k/e)² before comparing.

**Solution**

*Part (a): the transport coefficients*

In a steady state with electric field 𝓔, and with f replaced by f₀ on the left because that side is already first order in the driving forces,

v·∇f₀ + (q𝓔/ħ)·∇_Q f₀ = −δf/τ.

Put y = (E − μ)/kT. Then ∂f₀/∂E = (df₀/dy)/kT and, at fixed E, ∇y = −∇μ/kT − (E − μ)∇T/(kT²), so

∇f₀ = (∂f₀/∂E)[−∇μ − (E − μ)∇T/T].

Also ∇_Q f₀ = (∂f₀/∂E)ħv, because v = ∇_Q E/ħ. Solving for δf,

δf = τ(−∂f₀/∂E) v·[G − (E − μ)∇T/T], G = q𝓔 − ∇μ.

The charge current weights v δf with q and the heat current with E − μ, both with the measure 2d³Q/(2π)³ = g(E)dE times an angular average. Isotropy turns v_i v_j into δ_ij v²/3. With

Σ(E) = g v²τ/3, K_n = ∫₀^∞ Σ(E)(E − μ)ⁿ(−∂f₀/∂E)dE,

the currents are

j = qK₀G − qK₁∇T/T
j_h = K₁G − K₂∇T/T.

At ∇T = 0, j = q²K₀(𝓔 − ∇μ/q), so σ = e²K₀. At j = 0, G = K₁∇T/(K₀T). The Seebeck coefficient is defined by 𝓔 − ∇μ/q = S∇T at j = 0, and the left side is G/q. Inserting the same G in j_h = −κ_e∇T gives κ_e:

S = K₁/(qTK₀), κ_e = (K₂ − K₁²/K₀)/T.

The subtracted term is the heat carried back by the drift that the open-circuit field drives against the thermal diffusion.

The number of states per volume below E is N = 2(4π/3)Q³/(2π)³ = Q³/3π² with Q = (2mE)^(1/2)/ħ. Since N ∝ E^(3/2), g = dN/dE = 3N/2E, and v² = 2E/m, so gv²/3 = N/m and

Σ(E) = (2mE)^(3/2)τ/(3π²ħ³m) = Σ₀x^p, Σ₀ = τ₀(2mkT)^(3/2)/(3π²ħ³m).

Let w = −∂f₀/∂x = e^u/(e^u + 1)² with u = x − η, so that (−∂f₀/∂E)dE = w dx. Then K_n = Σ₀(kT)ⁿM_n with

M_n = ∫₀^∞ x^p uⁿ w dx.

Let ⟨…⟩ be the average with the positive weight x^p w. From the formulas above, S = (k/q)M₁/M₀ and L = κ_e/(σT) = (k/e)²[M₂/M₀ − (M₁/M₀)²]. A variance does not change when x is shifted by η, so

M₁/M₀ = ⟨x⟩ − η, ℓ = ⟨u²⟩ − ⟨u⟩² = ⟨x²⟩ − ⟨x⟩².  (1)

The Seebeck coefficient is the mean energy of the conducting carriers above μ, and the Lorenz number is the variance of that energy, in units of kT. The factor Σ₀ has cancelled, so at fixed η neither depends on m, τ₀ or T. It is shown below that ⟨x⟩ − η > 0, so s = ⟨x⟩ − η and S has the sign of q.

For b > 0, integration by parts gives ∫₀^∞ x^b w dx = −[x^b f₀]₀^∞ + b∫₀^∞ x^(b−1)f₀dx = bF_(b−1), the boundary term vanishing at both ends. The values needed are b = p, p + 1, p + 2, all positive because r > −3/2. Hence

σ = e²τ₀(2mkT)^(3/2) pF_(r+1/2)/(3π²ħ³m)  (2)
s = (r + 5/2)F_(r+3/2)/[(r + 3/2)F_(r+1/2)] − η  (3)
ℓ = (r + 7/2)F_(r+5/2)/[(r + 3/2)F_(r+1/2)] − (s + η)².  (4)

For uniqueness write M_n = ∫_(−η)^∞ (η + u)^p uⁿ w(u)du. The derivative of the lower limit contributes nothing, since (η + u)^p = 0 there for p > 0, so dM_n/dη = pM₀⟨uⁿ/x⟩. The quotient rule gives d⟨u⟩/dη = p[⟨u/x⟩ − ⟨u⟩⟨1/x⟩]. With u = x − η, ⟨u/x⟩ = 1 − η⟨1/x⟩ and ⟨u⟩⟨1/x⟩ = ⟨x⟩⟨1/x⟩ − η⟨1/x⟩, so

d⟨u⟩/dη = p[1 − ⟨x⟩⟨1/x⟩].  (5)

The Cauchy–Schwarz inequality gives 1 = ⟨x^(1/2)x^(−1/2)⟩² ≤ ⟨x⟩⟨1/x⟩, with equality only if x takes a single value, which it does not. So ⟨u⟩ falls strictly as η grows. Part (b) shows that it tends to 0 as η → +∞ and to +∞ as η → −∞. It is therefore positive, each s > 0 belongs to exactly one η, and L is a single-valued function of |S| for given r.

The numerical check after this sheet tests (2)–(4) against currents summed directly on a grid of wave vectors, for both signs of q, and tests (5) against finite differences, at r = −1/2, 1/2, 1, 3/2 and η = −4, 0, 3, 10.

*Part (b): the degenerate side, η ≫ 1*

The window w(u) is even, has unit area and decays as e^(−|u|). Extend the lower limit −η to −∞, which changes M_n by terms of order e^(−η) times powers of η, and expand x^p = η^p(1 + u/η)^p:

(1 + u/η)^p = 1 + pu/η + p(p−1)u²/(2η²) + …

For non-integer p this yields an asymptotic series in 1/η. Odd moments of w vanish. The even ones, m_2n = ∫u^(2n)w du, follow from the same integration by parts and from 1/(e^u + 1) = Σ_(ν≥1)(−1)^(ν+1)e^(−νu) for u > 0:

m_2n = 2·2n∫₀^∞ u^(2n−1)du/(e^u + 1) = 2(2n)! Σ(−1)^(ν+1)/ν^(2n) = 2(2n)!(1 − 2^(1−2n))ζ(2n).

The last form comes from subtracting twice the even terms, 2·2^(−2n)ζ(2n), from the full sum ζ(2n). With ζ(2) = π²/6 and ζ(4) = π⁴/90,

m₂ = 4·(1/2)·π²/6 = π²/3 = 3.28987, m₄ = 48·(7/8)·π⁴/90 = 7π⁴/15 = 45.4576.

Keeping the terms that survive by parity,

M₀/η^p = 1 + p(p−1)m₂/(2η²) + O(η⁻⁴)
M₁/η^p = pm₂/η + O(η⁻³)
M₂/η^p = m₂ + p(p−1)m₄/(2η²) + O(η⁻⁴).

So s = pπ²/(3η) + O(η⁻³). Using 1/(1 + δ) = 1 − δ + … for 1/M₀,

ℓ = m₂ + [p(p−1)(m₄ − m₂²)/2 − p²m₂²]/η² + O(η⁻⁴).

Here m₂² = π⁴/9 = 5π⁴/45 and m₄ − m₂² = π⁴(21 − 5)/45 = 16π⁴/45, so the bracket is (π⁴/45)[8p(p−1) − 5p²] = (π⁴/45)p(3p − 8). Substituting π⁴/η² = 9s²/p²,

ℓ = π²/3 + s²(3p − 8)/(5p) + O(s⁴).  (6)

The limit is the Wiedemann–Franz value, independent of r:

L₀ = (π²/3)(k/e)² = 3.28987 × 8.26236×10⁻¹⁴ = 2.7182×10⁻¹³ statV²/K² = 2.4430×10⁻⁸ V²/K².

The unit follows from erg/(s cm K) divided by s⁻¹ K, with statV² = erg/cm and 1 statV = 299.7925 V; k/e = 2.87443×10⁻⁷ statV/K = 86.173 μV/K. Two effects enter (6). They compete only for p > 1: at p = 1 the first is absent, and for p < 1 both lower ℓ. The curvature of Σ(E), the term in p(p−1), adds weight to the wings of the window when p > 1 and raises ⟨u²⟩, while the open-circuit term −s² always lowers ℓ. The curve leaves L₀ with zero slope, downward for p < 8/3, that is r < 7/6, and upward for r > 7/6. The coefficient of s² is −1, −0.2, −0.04 and +0.0667 for r = −1/2, 1/2, 1 and 3/2.

*Part (b): the non-degenerate side, z = e^η ≪ 1*

For z < 1, f₀ = Σ(−1)^(ν+1)z^ν e^(−νx), and differentiating,

w = ze^(−x) − 2z²e^(−2x) + 3z³e^(−3x) − …

With p = a − 1 and ∫₀^∞ x^(a+n−1)e^(−νx)dx = Γ(a+n)/ν^(a+n),

N_n = ∫₀^∞ x^(p+n)w dx = zΓ(a+n)[1 − 2z/2^(a+n) + 3z²/3^(a+n) − …].  (7)

Put ε = 2^(1−a)z, so that the brackets for n = 0, 1, 2 are 1 − ε, 1 − ε/2, 1 − ε/4 to first order. With Γ(a+1) = aΓ(a) and Γ(a+2) = a(a+1)Γ(a),

⟨x⟩ = N₁/N₀ = a(1 + ε/2), ⟨x²⟩ = N₂/N₀ = a(a+1)(1 + 3ε/4).

Since ⟨x⟩² = a²(1 + ε) to this order,

ℓ = a(a+1) − a² + ε[3a(a+1)/4 − a²] = a + εa(3 − a)/4.

From s = a − η + aε/2 we get z = e^(a−s)e^(aε/2) = e^(a−s)[1 + O(z)], so

ℓ = a + a(3 − a)2^(−1−a)e^(a−s) + O(e^(−2s)).  (8)

The limit is L = (r + 5/2)(k/e)², the variance of the gamma distribution x^(a−1)e^(−x). It is 1.4852, 2.2278, 2.5990 and 2.9703 in 10⁻⁸ V²/K² for r = −1/2, 1/2, 1 and 3/2. The correction is the first effect of Fermi statistics: the term −2z²e^(−2x) removes weight at low energy and raises both ⟨x²⟩ and ⟨x⟩², and the factor 3 − a decides which gain is larger. The limit is approached from above for r < 1/2 and from below for r > 1/2, and for r ≠ 1/2 the decay scale in |S| is k/e. The coefficients in (6) and (8) are tested against direct quadrature at η = 300 and η = −8, and root searches in r at those points put the sign changes at 1.1666 and 0.5000.

*Part (c): the shape of the curve*

The end value a lies below π²/3 only for r < π²/3 − 5/2 ≈ 0.79; for larger r the Lorenz number ends above L₀. For 1/2 < r < 7/6 the curve is not monotonic. By (6) it takes values below π²/3 near s = 0, and by (8) it takes values below a at large s. Its lower bound is therefore smaller than both end values, and a continuous function attains such a bound at a finite s > 0. For r = 1 a search over 4 < η < 40 finds the minimum ℓ = 3.2735 at η = 8.02, |S| = 82.9 μV/K. It lies 0.0164 below π²/3, or 0.5 % of π²/3, and the curve then ends at 3.5.

Outside that interval the two end corrections are compatible with a monotonic curve but do not prove one. On a grid of step 0.5 from η = −4 to 59.5, ℓ is found to fall steadily with |S| for r = −1/2 and 1/2 and to rise steadily for r = 3/2. That is a numerical statement for these three exponents.

*Part (d): the fit*

Dividing by (k/e)² = 0.74258×10⁻⁸ V²/K² and writing |S| = s × 86.173 μV/K,

ℓ_fit = A + B e^(−s/s₀), A = 1.5/0.74258 = 2.0200, B = 1/0.74258 = 1.3466, s₀ = 116/86.173 = 1.3461.

The large-s limit A is close to a = 2, so the fit approximates r = −1/2, the exponent of elastic scattering by acoustic phonons through a deformation potential. Define the deviation D = L_fit/L − 1, relative to the exact L of this model. For r = −1/2 four features can be compared analytically.

At S = 0 the fit gives 2.5 against L₀ = 2.4430, so D = +2.33 %. At |S| → ∞ it gives 1.5 against 1.4852, so D = +1.00 %. Neither limit is exact.

Near s = 0 the fit falls linearly, with slope −B/s₀, while (6) gives π²/3 − s², with zero slope. D therefore decreases at first.

At large s, (8) with a = 2 has the factor 2·1·2⁻³ = 1/4, so ℓ = 2 + [exp(2)/4]e^(−s) = 2 + 1.8473e^(−s), or L = 1.4852 + 1.3717 exp(−|S|/86.173) in the units of the fit. A numerical logarithmic slope between η = −9 and −8 gives the scale 86.17 μV/K. The fit decays more slowly, since s₀ > 1, so at large s its exponential exceeds the true one and D approaches +1.00 % from above.

Between the ends, (3) is solved for η, which is unique by (5), and (4) gives L. With L and the fit in 10⁻⁸ V²/K²:

|S| in μV/K; η; L; fit; D
25; 11.339; 2.3806; 2.3061; −3.13 %
50; 5.619; 2.2202; 2.1498; −3.17 %
100; 2.423; 1.9126; 1.9223; +0.51 %
150; 1.019; 1.7256; 1.7744; +2.83 %
200; 0.074; 1.6198; 1.6783; +3.61 %
300; −1.365; 1.5274; 1.5753; +3.14 %
400; −2.606; 1.4984; 1.5318; +2.23 %

On a scan from η = −15 to 300, D changes sign twice, at 7.50 and 92.58 μV/K. Its minimum is −3.61 % at 36.4 μV/K and its maximum +3.65 % at 217.5 μV/K. The two extremes are almost equal and opposite. The program asserts that both extremes and the value at S = 0 lie within 5 %, and the largest deviation actually found is the 3.65 %. For the other three exponents considered, D at S = 0 is the same +2.33 %, since L₀ does not depend on r, but the fit fails at large |S|, where D tends to −32.67 % for r = 1/2, −42.29 % for r = 1 and −49.50 % for r = 3/2.

Even for r = −1/2 the comparison is with the model, and the model can fail. Inelastic scattering whose rate, weighted with the cosine of the scattering angle θ, does not average to zero, as with a polar coupling, in general relaxes charge and heat currents differently, so no single τ(E) exists. When that average vanishes, as for an inelastic rate independent of angle or even in cos θ, the in-scattering term drops out and a τ(E) still exists, but it is in general not a power of E, so (1) holds with a new weight while (3) and (4) do not. A Kane-type non-parabolic band makes Σ(E) depart from a power law, so again (1) holds with a new weight but (3) and (4) do not. For E ∝ Q^ν one has gv² ∝ Q² dE/dQ ∝ E^(1+1/ν), so the power law survives with p = r + 1 + 1/ν. With electrons and holes both present, Σ(E) has weight on both sides of a gap. The variance in (1) then includes the spread across the gap, while the two contributions to S have opposite signs and cancel in part or wholly, and a small |S| no longer implies η ≫ 1. Phonon drag adds to the measured S a part that is not in (3). The Boltzmann description itself needs a mean free path longer than the carrier wavelength.

*Part (e): numbers for r = −1/2*

Now p = 1, and (3) and (4) read s = 2F₁/F₀ − η and ℓ = 3F₂/F₀ − (2F₁/F₀)². At η = 0 the series for 1/(e^x + 1) gives F_j(0) = j! Σ(−1)^(ν+1)/ν^(j+1), so

F₀ = ln 2 = 0.69315, F₁ = (1/2)ζ(2) = π²/12 = 0.82247, F₂ = 2·(3/4)ζ(3) = 1.80309.

Then

s = 2 × 0.82247/0.69315 = 2.37314, |S| = 2.37314 × 86.173 = 204.50 μV/K
⟨x²⟩ = 3 × 1.80309/0.69315 = 7.8039
ℓ = 7.8039 − 2.37314² = 7.8039 − 5.6318 = 2.1721
L = 2.1721 × 0.74258 = 1.6130×10⁻⁸ V²/K².

The fit gives 1.5 + exp(−204.50/116) = 1.6715, so D = 1.6715/1.6130 − 1 = +3.63 %, close to the maximum.

For the round model, s = 150/86.173 = 1.74068 (|S| = 5.0035×10⁻⁷ statV/K). Root finding on (3) gives η = 1.01919, where F₀ = 1.32733, F₁ = 1.83162, F₂ = 4.39813. The digits serve to follow the arithmetic, and about three of them are meaningful for round inputs.

⟨x⟩ = 2 × 1.83162/1.32733 = 2.7599, and 2.7599 − 1.0192 = 1.7407 = s
⟨x²⟩ = 3 × 4.39813/1.32733 = 9.9406
ℓ = 9.9406 − 2.75987² = 9.9406 − 7.6169 = 2.3237
L = 2.3237 × 8.26236×10⁻¹⁴ = 1.920×10⁻¹³ statV²/K² = 1.726×10⁻⁸ V²/K².

With kT = 4.14195×10⁻¹⁴ erg, m = 9.10938×10⁻²⁸ g and ħ = 1.05457×10⁻²⁷ erg s, (2mkT)^(3/2)/ħ³ = 5.5893×10²⁰ cm⁻³. The density is n = ∫g f₀dE with g = 3N/2E = (2m)^(3/2)E^(1/2)/(2π²ħ³), so n = (2mkT)^(3/2)F_(1/2)/(2π²ħ³), and F_(1/2) = 1.41391:

n = 5.5893×10²⁰ × 1.41391/(2π²) = 4.004×10¹⁹ cm⁻³.

From (2), with e = 4.80320×10⁻¹⁰ statC,

σ = (4.80320×10⁻¹⁰)² × 10⁻¹³ × 5.5893×10²⁰ × 1.32733/(3π² × 9.10938×10⁻²⁸) = 6.346×10¹⁴ s⁻¹ = 706 S/cm

κ_e = LσT = 1.920×10⁻¹³ × 6.346×10¹⁴ × 300 = 3.655×10⁴ erg/(s cm K) = 0.366 W/(m K).

At given σ and T the relative error in κ_e equals that in L. The fit, 1.7744 against 1.7256, gives 3.759×10⁴ erg/(s cm K), too high by 2.83 % of the exact κ_e. The value L₀ gives 5.175×10⁴ erg/(s cm K), too high by 3.28987/2.32374 − 1 = 41.6 %. A lattice conductivity obtained by subtracting κ_e from a measured total is then too low by the same absolute amount.

**Variation 1: the exponent r = 1/2**

*Find how L approaches its large-|S| limit when r = 1/2, and what the fit costs there.*

Now a = 3 and the first-order term of (8) vanishes, so the z² terms of (7) are needed. Put α = 2z/2³ = z/4 and β = 3z²/3³ = z²/9. The three brackets are

b₀ = 1 − α + β, b₁ = 1 − α/2 + β/3, b₂ = 1 − α/4 + β/9.

To order z², 1/b₀ = 1 + α − β + α². Multiplying out,

b₁/b₀ = 1 + α/2 + α²/2 − 2β/3
(b₁/b₀)² = 1 + α + 5α²/4 − 4β/3
b₂/b₀ = 1 + 3α/4 + 3α²/4 − 8β/9,

where 5α²/4 is the sum of (α/2)² and 2·α²/2. With ⟨x⟩ = 3b₁/b₀ and ⟨x²⟩ = 12b₂/b₀,

ℓ = (12 + 9α + 9α² − 32β/3) − (9 + 9α + 45α²/4 − 12β) = 3 − 9α²/4 + 4β/3.

The terms 9α cancel, as (8) requires. Inserting α and β,

ℓ − 3 = z²(−9/64 + 4/27) = z²(−243 + 256)/1728 = (13/1728)z² = 0.007523 z².

Quadrature at η = −7 gives 0.007517, which the program tests against this value to 1 %. The approach is from above, and since z ≈ e^(3−s) it goes as e^(−2s), with half the decay scale of the general case. The computed values are 2.4308, 2.2431 and 2.2280 at 25, 200 and 400 μV/K, against the limit 2.2278, all in 10⁻⁸ V²/K². The fit gives 1.6783 at 200 μV/K, so D = −25.18 %: it underestimates κ_e by a quarter. For r = 3/2, the exponent of ionized-impurity scattering when the screening logarithm is treated as constant, L = 2.6956 there, above L₀, and D = −37.74 %. The value of |S| fixes L only once r is known.

**Variation 2: the rule L ≈ L₀ − S² for r = −1/2**

*Show that for r = −1/2 the rule L ≈ L₀ − S² has no power-law corrections in 1/η, and find its leading correction.*

By (1), ℓ + s² = M₂/M₀ exactly. For p = 1 the weight is (η + u)w(u), and the binomial expansion stops after two terms. Over the whole line, ∫(η + u)w du = η and ∫u²(η + u)w du = ηm₂ by parity, so the ratio is π²/3 to all orders in 1/η. What remains is the piece u < −η, which must be subtracted. Put u = −η − y with y > 0. Then η + u = −y and w ≈ e^(−η−y), with relative error of order e^(−η). Subtracting a negative piece adds a positive one:

M₀ = η + e^(−η)∫₀^∞ y e^(−y)dy = η + e^(−η)
M₂ = ηm₂ + e^(−η)∫₀^∞ (η + y)²y e^(−y)dy = ηm₂ + e^(−η)(η² + 4η + 6),

using ∫yⁿe^(−y)dy = 1, 2, 6 for n = 1, 2, 3. The first line agrees with the exact M₀ = F₀ = ln(1 + e^η) = η + ln(1 + e^(−η)). Dividing, to first order in e^(−η),

ℓ = π²/3 − s² + e^(−η)(η² + 4η + 6 − π²/3)/η.

Multiplying by (k/e)² turns s² into S², so L = L₀ − S² plus a positive, exponentially small term. In 10⁻⁸ V²/K², with (50 μV/K)² = 0.25×10⁻⁸ V²/K² and η = 5.619 from the table,

L₀ − S² = 2.4430 − 0.2500 = 2.1930
correction = 0.74258 × e^(−5.619) × (31.57 + 22.48 + 6 − 3.29)/5.619 = 0.74258 × 0.003628 × 10.10 = 0.0272.

The sum, 2.2202, reproduces the tabulated 2.2202. At 25 μV/K the bare rule gives 2.4430 − 0.0625 = 2.3805 against 2.3806, far closer than the fit's 2.3061. At 100 μV/K it gives 1.4430 against 1.9126, already below the large-|S| limit 1.4852, because at η = 2.423 the correction is no longer small: its first-order value is 0.74258 × 0.0887 × 7.54 ≈ 0.50, about a third of the bare value. This correction formula is checked here by comparison with the table and is not among the program's tests.

Calculated quantities

```
e = 4.80320e-10 statC, k = 1.380649e-16 erg/K
hbar = 1.05457e-27 erg s, m_e = 9.10938e-28 g, 1 statV = 299.7925 V
k/e = 2.87443e-07 statV/K = 86.173 uV/K
(k/e)^2 = 8.26236e-14 statV^2/K^2 = 0.74258e-8 V^2/K^2
L0: ell = 3.28987, 2.7182e-13 statV^2/K^2 = 2.4430e-8 V^2/K^2
window moments <u^2> = 3.28987, <u^4> = 45.4576
fit reduced: A = 2.0200, B = 1.3466, s0 = 1.3461
r=-0.5: L(inf) = 1.4852e-8 V^2/K^2, s^2 coeff = -1.0000, fit dev at inf = +1.00 %
r=+0.5: L(inf) = 2.2278e-8 V^2/K^2, s^2 coeff = -0.2000, fit dev at inf = -32.67 %
r=+1.0: L(inf) = 2.5990e-8 V^2/K^2, s^2 coeff = -0.0400, fit dev at inf = -42.29 %
r=+1.5: L(inf) = 2.9703e-8 V^2/K^2, s^2 coeff = +0.0667, fit dev at inf = -49.50 %
r=-1/2 tail: prefactor 1.8473 (ell) = 1.3717e-8 V^2/K^2
r=-1/2 numerical decay scale = 86.17 uV/K
r=+1/2 (ell-3)/z^2 at eta=-7: 0.007517; 13/1728 = 0.007523
threshold r: degenerate 1.1666, non-degenerate 0.5000
r=1 minimum: ell = 3.2735 at eta = 8.02, |S| = 82.9 uV/K
fit dev r=-1/2 at S=0: +2.33 %
fit dev min: -3.61 % at |S| = 36.4 uV/K, eta = 7.77
fit dev max: +3.65 % at |S| = 217.5 uV/K, eta = -0.21
fit dev zero at |S| = 7.50 and 92.58 uV/K
eta=0, r=-1/2: F0 = 0.69315, F1 = 0.82247, F2 = 1.80309, <x^2> = 7.80391
  s = 2.37314 (|S| = 204.50 uV/K), ell = 2.17212
  L = 1.6130, fit = 1.6715 (1e-8 V^2/K^2), dev = +3.63 %
table: |S| uV/K; L and fit in 1e-8 V^2/K^2; dev = fit/L-1 in %
|S|  eta(-1/2) L(-1/2) fit    dev   L(1/2)  dev    L(3/2)  dev
 25   11.339  2.3806 2.3061 -3.13  2.4308 -5.13  2.4472 -5.77
 50    5.619  2.2202 2.1498 -3.17  2.3984 -10.36  2.4602 -12.62
100    2.423  1.9126 1.9223 +0.51  2.3190 -17.11  2.5149 -23.56
150    1.019  1.7256 1.7744 +2.83  2.2674 -21.74  2.6005 -31.77
200    0.074  1.6198 1.6783 +3.61  2.2431 -25.18  2.6956 -37.74
300   -1.365  1.5274 1.5753 +3.14  2.2296 -29.35  2.8481 -44.69
400   -2.606  1.4984 1.5318 +2.23  2.2280 -31.25  2.9255 -47.64
model: m = m_e, tau0 = 1e-13 s, T = 300 K, r = -0.5
|S| = 150 uV/K = 5.0035e-07 statV/K, s = 1.74068, eta = 1.01919
F0 = 1.32733, F1 = 1.83162, F2 = 4.39813
<x> = 2.75987, <x^2> = 9.94059, ell = 2.32374
kT = 4.14195e-14 erg, (2mkT)^1.5/hbar^3 = 5.5893e+20 cm^-3
F_1/2 = 1.41391, n = 4.0036e+19 cm^-3
sigma = 6.3458e+14 1/s = 706.1 S/cm
L = 1.9200e-13 statV^2/K^2 = 1.7256e-8 V^2/K^2
fit = 1.7744e-8 V^2/K^2
kappa_e = 3.6551e+04 erg/(s cm K) = 0.3655 W/(m K)
kappa_e with fit = 3.7586e+04 erg/(s cm K), error +2.83 %
kappa_e with L0 = 5.1748e+04 erg/(s cm K), error +41.58 %
```
